Geometric precession angle of a macrospin in a slowly turned field

**Problem**

A macrospin is a uniformly magnetized body described by one unit vector m, the direction of its moment. It is isotropic and undamped, and the torque on it comes from the applied field B = Bn alone:

dm/dt = −γ m × B = ω n × m, ω = γB, γ > 0.

In a fixed field, m therefore turns counterclockwise about n at the rate ω, as seen looking back along n from its tip. The magnitude B stays constant while n is carried slowly, once and counterclockwise, around a cone of half-angle θ = 60° about the z axis. The loop takes a time T with ωT ≫ 1. At the start m makes an angle β with n, and β is neither 0 nor 180°.

The dynamical phase is the time integral of the rate at which m would precess if the field were held at its instantaneous value. Since B is constant, it equals ωT. By what angle has m turned about n at the end of the loop, apart from this phase? Does the sense of the loop matter, and how slow must the loop be?

**A tempting solution**

Describe m by its azimuth ψ about n, in a frame that moves with n. The field is at rest in this frame. The motion of the frame alters the precession rate by a relative amount of order Φ̇/ω, where Φ is the azimuth of the field about z. This ratio is of order 1/(ωT) and vanishes for a slow loop. Hence ψ grows at the rate ω, the total angle is ωT, and nothing is left over.

**The fault**

The relative error in the rate does vanish, but the question asks for an angle. A relative error of order 1/(ωT), multiplied by an accumulated angle ωT, leaves a number of order one however slow the loop is. The first-order change of the rate must therefore be kept and integrated.

**The moving frame**

Write c = cosθ and s = sinθ, and choose the right-handed frame

e1 = (c cosΦ, c sinΦ, −s),
e2 = (−sinΦ, cosΦ, 0),
n = (s cosΦ, s sinΦ, c).

Here e1 points towards larger polar angle and e2 towards larger azimuth. Differentiation at fixed θ gives

ė1 = Φ̇ c e2,
ė2 = −Φ̇ (cosΦ, sinΦ, 0) = −Φ̇ (c e1 + s n),
ṅ = Φ̇ s e2.

The second line uses c² + s² = 1; the z components of c e1 and s n cancel.

Let m = a e1 + b e2 + u n. Because n × e1 = e2 and n × e2 = −e1, the precession term is ω n × m = ω(a e2 − b e1). Each component changes both because m moves and because the frame moves. For example, ȧ = ṁ·e1 + m·ė1. The three equations are

ȧ = −(ω − Φ̇c) b,
ḃ = (ω − Φ̇c) a − Φ̇s u,
u̇ = Φ̇s b.

With a = √(1−u²) cosψ and b = √(1−u²) sinψ, the azimuth obeys

ψ̇ = (aḃ − bȧ)/(a² + b²)
= ω − Φ̇c − Φ̇s u a/(1−u²).

The term −Φ̇c has a simple meaning. The frame turns about z with angular velocity Φ̇, whose component along n is Φ̇c. The pair e1, e2 therefore turns about n at that rate, and the azimuth of m is counted from a moving mark.

**Why the last term drops out**

The last term is also of first order in Φ̇, so it cannot be discarded for its size alone. It is harmless because a oscillates at the precession frequency. To show this, let Φ be a fixed smooth function of t/T, so that each time derivative brings a factor 1/T, and define

g = Φ̇s/(ω − Φ̇c).

Both g and the integral of |ġ| over the loop are of order 1/(ωT).

First consider u. The equation for ȧ gives b = −ȧ/(ω − Φ̇c), so

u(T) − u(0) = −∫ g ȧ dt = −[g a] + ∫ ġ a dt.

Since |a| ≤ 1, the change is of order 1/(ωT). The same holds at every intermediate time. The angle between m and n is thus conserved in the slow limit, and u stays away from ±1.

Now put h = u/(1−u²). The equation for ḃ gives a = (ḃ + Φ̇s u)/(ω − Φ̇c), and therefore

∫ Φ̇s h a dt = ∫ g h ḃ dt + ∫ g Φ̇s u h dt.

The second integral is of order 1/(ωT), because g is that small and Φ̇ integrates to 2π. Integration by parts turns the first into

[g h b] − ∫ b (ġ h + g (dh/du) u̇) dt.

Here u̇ = Φ̇s b, so every piece is again of order 1/(ωT). What survives is

Δψ = ωT − ∮ c dΦ + O(1/(ωT))
= ωT − 2π cosθ + O(1/(ωT)).

**The answer and its sign**

For θ = 60°, cosθ = 1/2, and the geometric part of the co-moving angle is

−2π × 1/2 = −π, or −180°.

The frame returns to its starting position with the field, so the final direction of m depends on Δψ modulo 2π only. Adding 2π gives the equivalent value

2π − 2π cosθ = 2π(1 − cosθ).

This is the solid angle enclosed by the path of n, because ∫ sinθ′ dθ′ from 0 to θ equals 1 − cosθ, and the azimuth contributes 2π. For the 60° cone it is +π. The values −π and +π describe the same final direction. The magnitude π is the answer; the sign depends on whether one quotes the continuous count in the moving frame or the solid angle.

Traversing the loop the other way replaces Φ̇ by −Φ̇ and changes the continuous count from −π to +π. In the slow limit the two final directions still coincide at this cone angle, so comparing them alone would not reveal the effect. A twin macrospin held in the fixed starting field for the same time T does reveal it. The twin turns by ωT, the carried one by ωT − π, and their components transverse to the field end up opposite.

Two limits help to read the formula. As θ → 0 the field hardly moves, yet the geometric count tends to −2π. This is one full turn of the reference pair e1, e2, and it has no effect on the final direction. At θ = 90° the field moves in a plane; the count is zero and the solid angle is 2π, again with no effect. The 60° cone, like the 120° cone, gives the largest possible difference from the twin, half a turn.

**How slow is slow enough?**

In the moving frame, the equations for a, b and u describe a rotation with angular velocity

W = Φ̇s e1 + (ω − Φ̇c) n.

Its magnitude, expanded for Φ̇ ≪ ω, is

|W| = √(ω² − 2ωΦ̇c + Φ̇²)
= ω − Φ̇c + Φ̇²s²/(2ω) + Φ̇³cs²/(2ω²) + …

The direction of W is tilted from n towards e1 by an angle δ with tanδ = g. Use this direction as a new axis, k = sinδ e1 + cosδ n, with f = cosδ e1 − sinδ n perpendicular to it. Let a′ = m·f and u′ = m·k. The tilting of the axis then gives

ȧ′ = −|W| b − δ̇u′,
ḃ = |W| a′,
u̇′ = δ̇a′.

The azimuth χ about k consequently obeys

χ̇ = |W| + δ̇u′b/(1−u′²).

The extra term oscillates, and its factor δ̇ is of order 1/(ωT²). Integrating by parts as before leaves end terms proportional to δ̇/ω. If Φ̇ and Φ̈ vanish at both ends, these end terms vanish, and a second integration by parts leaves a remainder of order 1/(ωT)³. The axes k and n also coincide at both ends, so Δψ equals ∫|W| dt to this accuracy.

A schedule with these properties is

Φ = 2π[x − sin(2πx)/(2π)], x = t/T,
dΦ/dx = 2π[1 − cos(2πx)].

The mean of [1 − cos(2πx)]² is 1 + 1/2 = 3/2. The leading excess over the slow limit is therefore

∫ Φ̇²s²/(2ω) dt = [s²/(2ωT)] × 4π² × 3/2
= 3π² sin²θ/(ωT).

It is even in Φ̇, so it has the same sign for both senses of the loop. Half the difference between the forward and reverse counts removes it. The mean of the cube is 5/2, which gives the next term, 10π³ cosθ sin²θ/(ωT)². This term is odd and survives in the half difference. If the field starts or stops abruptly, the end terms must be kept, and the error at order 1/(ωT) depends on the initial azimuth of m.

The continuous count also needs both β and 180° − β to be larger than the greatest tilt δ. Otherwise m can circle the axis of W without circling that of n.

**Worked numbers**

Take B = 200 mT and T = 30 ns. With γ = 1.76086 × 10¹¹ rad/(s T),

ωT = 1.76086 × 10¹¹ × 0.200 × 30 × 10⁻⁹
= 1056.5 rad,

or 168.15 turns. A mean shift of the precession rate by π/1056.5, about 0.3%, is enough to produce the whole geometric angle. This is the small quantity that the tempting solution discarded.

The predicted excess is 3π² × 0.75/1056.5 = 0.0210 rad. Direct integration of the equation of motion in the laboratory frame, for β = 15°, 30°, 60° and 110° with different initial azimuths, gives Δψ − ωT = −3.1205 rad in all four cases. The excess is thus 0.0211 rad. The difference of 0.0001 rad from the leading formula agrees with the next term, 10π³ × 0.5 × 0.75/1056.5² = 0.0001 rad. With T doubled, the excess falls to 0.0105 rad. The transverse moment ends at 178.79° from that of the fixed-field twin; the missing 1.21° is the excess.

Half the difference between forward and reverse counts is −3.1415 rad. To test the cosine law away from the special angle, the field cone was also set to 35°. The integrated angle, less ωT and the leading excess, was −5.1468 rad, against −2π cos35° = −5.1469 rad. An uneven schedule on the 60° cone, dΦ/dx = 4π sin²(πx)[1 + 0.6 cos(πx)], gave −3.1415 rad after the same subtraction with its own excess. The geometric part depends on the path of the field, while the excess depends on its timetable.

**What a real sphere would change**

A material close to the undamped model is yttrium iron garnet, a magnetic insulator with low damping. Consider a 100 nm sphere with rough typical values: magnetization M = 140 kA/m, damping constant α = 10⁻⁴ and cubic anisotropy constant K = −600 J/m³. A small particle may be more strongly damped than this. The demagnetizing field of a uniform sphere is antiparallel to m and exerts no torque; its size, 58.6 mT, is below the applied field. Uniform precession at a large angle also relies on the small size. With an exchange stiffness of 3.7 pJ/m, the first nonuniform exchange mode costs about 92 mT, more than the 58.6 mT demagnetizing scale. This gap falls as the inverse square of the diameter and, by this rough measure, the margin is gone near 125 nm; larger spheres can lose the uniform precession to spin waves. Within the macrospin model, isotropy is a serious assumption. With the cubic axes along x, y and z, and the initial field in the xz plane, the anisotropy field 2K/M is −8.57 mT. For β = 30°, averaged over eight initial azimuths, the simulation gives an added dynamical phase of about 4.3 rad, larger than the geometric angle itself. Here this phase is taken as half the sum of the forward and reverse counts, less ωT. It depends on where the loop starts: for a starting field azimuth of ±22.5° from the x axis it is about 6.5 rad. The part that changes sign on reversal moves from −π to −3.294 rad, an increase in magnitude of about 5%. Reversal separates the two because both loops hold the field at the same points for the same times. Without damping it removes the added dynamical phase, but it does not restore the isotropic value π. With damping, β drifts during the loop, the two senses meet a given field direction at different β, and the cancellation is in general incomplete. For α = 10⁻⁴ and a starting field azimuth of +22.5° or −22.5° from the x axis, the half difference is −3.38 or −3.23 rad, against −3.29 rad without damping.

Shape matters in the same way. A 1% elongation produces a shape field of 0.70 mT, and γ times this field times T is 3.7 rad. This is only a scale, and averaging over the precession and the loop reduces it. For β = 30° on this loop the added dynamical phase is about −0.4 rad for a long axis along z and about +0.8 rad for a long axis along x.

Damping sets an upper limit on the loop time. In a fixed field the damping torque closes the precession cone according to

β̇ = −αω sinβ/(1 + α²).

Since d ln tan(β/2)/dt = β̇/sinβ, tan(β/2) decays as exp[−αωT/(1 + α²)]. Here αωT = 0.106, and β shrinks from 30° to 27.11°, as the simulation of the moving field also gives. In the isotropic model the simulated phase changes by only about 10⁻⁵ rad. With the cubic anisotropy the precession rate depends on β, and the same damping raises the added dynamical phase from 4.3 to 4.7 rad. The loop needs ωT ≫ 1 to be slow. For ωT well beyond 1/α, which is 10⁴ in this example, the transverse moment that carries the angle has decayed.

Thermal agitation can be estimated from the same damping. Near equilibrium, a small transverse deviation relaxes at the rate αω and has variance k_BT_s/(MVB) per component, where T_s is the temperature and V the volume. The random torque must therefore feed in variance at the rate 2αω k_BT_s/(MVB) = 2αγk_BT_s/(MV). Over 30 ns at 300 K, and after division by sin30° to convert a transverse displacement into an azimuth, the root-mean-square spread is about 0.015 rad for an isotropic sphere. With the cubic anisotropy above, thermal changes of β also change the precession rate, and the spread grows to about 0.07 rad. These values count only the noise fed in during the loop and assume an exactly known starting direction. A start prepared from thermal equilibrium already has a spread √(k_BT_s/(MVB)) = 0.017 rad per transverse component. With the cubic anisotropy Δψ changes by about 13 rad per radian of β, so this spread adds about 0.2 rad. All these values are below π, but the last is the largest.

The drive is the harder requirement. The field must change at up to 72.6 mT/ns, which makes the example an idealized one. A constant relative error of 9.5 × 10⁻⁵ in B already shifts the dynamical phase by 0.1 rad. If the same error recurs in the forward and reverse loops, the shift cancels in their half difference; a comparison with the fixed-field twin needs the same field magnitude in both runs. The remaining values are listed in the numerical output.

Numbers as computed

```
field cone half-angle: 60.0 deg
field magnitude: 200.0 mT
loop time: 30.0 ns
gyromagnetic ratio: 1.76086e+11 rad/(s T)
precession frequency: 5.6050 GHz
dynamical phase: 1056.516 rad
precession turns in loop: 168.15
solid angle from triangles: 3.14159 rad
ideal co-moving geometric angle: -3.14159 rad
magnitude of geometric angle: 180.0 deg
precession cones tested: [ 15.  30.  60. 110.] deg
simulated angle minus dynamical: [-3.12047 -3.12047 -3.12047 -3.12047] rad
finite-speed excess, formula: 0.02102 rad
finite-speed excess, simulated: 0.02112 rad
excess for doubled loop time: 0.01054 rad
forward-reverse half difference: -3.14149 rad
angle to fixed-field twin: 178.79 deg
largest change of m.n during loop: 0.0098
largest change of m.n after loop: 2.9e-07
35 deg cone, geometric formula: -5.14688 rad
35 deg cone, simulated less excess: -5.14681 rad
uneven schedule, simulated less excess: -3.14147 rad
sphere diameter: 100.0 nm
rough magnetization: 140.0 kA/m
rough damping constant: 1.0e-04
rough cubic anisotropy constant: -600.0 J/m^3
rough exchange stiffness: 3.7 pJ/m
temperature: 300.0 K
initial precession cone in estimates: 30.0 deg
precession cone after damping: 27.11 deg
phase change from damping: -1.1e-05 rad
cubic anisotropy field 2K/M: -8.57 mT
mean dynamical shift with anisotropy: 4.31 rad
mean geometric angle with anisotropy: -3.294 rad
its spread over initial azimuth: 0.002 rad
shape field for 1 percent elongation: 0.699 mT
phase scale of shape field: 3.69 rad
thermal rms azimuth estimate: 0.0155 rad
first exchange-mode field gap: 91.6 mT
sphere demagnetizing field: 58.6 mT
relative field error giving 0.1 rad: 9.47e-05
peak field slew rate: 72.6 mT/ns
```
